# Maximum-likelihood Weibull slope and voltage exponent from step-stress breakdown data: a numerical check

```python
"""Maximum likelihood for step-stress oxide breakdown under cumulative exposure.

Result under test: with equivalent age x = sum dt_k (V_k/V_REF)^n, a device
fails with probability F = 1 - exp(-(x/eta)^beta).  The clock-time density is
(beta/eta)(x/eta)^(beta-1) exp(-(x/eta)^beta) (V/V_REF)^n, and maximising the
resulting likelihood recovers beta and n from two staircases of unlike dwell.
beta: Weibull slope; n: voltage exponent; eta: 63.2 % life at V_REF (s).
Simulated failures come from a step-by-step survival recursion, not from x.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(20417)
V_REF = 3.0
VOLTS = np.round(2.50 + 0.05 * np.arange(17), 2)
LOGV = np.log(VOLTS / V_REF)
BETA, N_EXP, ETA = 1.3, 44.0, 100.0
DWELLS = (1.0, 100.0)
PER_GROUP = 60
V_USE, AREA_TEST, AREA_USE, FRACTION = 1.5, 1e-6, 0.1, 1e-4
LOG_Q = np.log(-np.log1p(-FRACTION) * AREA_TEST / AREA_USE)


def start_ages(dwell, beta, n, eta):
    """Age at each new voltage that has the survival already reached."""
    scales = eta * (VOLTS / V_REF) ** (-n)
    ages = [0.0]
    for k in range(1, len(VOLTS)):
        hazard = ((ages[-1] + dwell) / scales[k - 1]) ** beta
        ages.append(scales[k] * hazard ** (1 / beta))
    return np.array(ages), scales


def simulate(count, dwell):
    """Draw conditional Weibull failures in each step; survivors are censored."""
    ages, scales = start_ages(dwell, BETA, N_EXP, ETA)
    step = np.full(count, len(VOLTS) - 1)
    tau = np.full(count, dwell)
    failed = np.zeros(count, dtype=bool)
    for k in range(len(VOLTS)):
        hazard = (ages[k] / scales[k]) ** BETA + rng.exponential(size=count)
        inside = scales[k] * hazard ** (1 / BETA) - ages[k]
        now = (~failed) & (inside < dwell)
        step[now], tau[now] = k, inside[now]
        failed |= now
    return np.full(count, dwell), step, tau, failed


def join(first, second):
    return tuple(np.concatenate(pair) for pair in zip(first, second))


def exposure(data, g, c, order=0):
    """order-th derivative in c of sum dt exp(c g)."""
    dwell, step, tau, _ = data
    weight = np.exp(c * g) * g ** order
    before = np.concatenate(([0.0], np.cumsum(weight)[:-1]))
    return dwell * before[step] + tau * weight[step]


def profile(data, g, c):
    """Likelihood maximised over beta and eta at a fixed voltage coefficient."""
    _, step, _, failed = data
    lx = np.log(exposure(data, g, c))
    r, top = failed.sum(), lx.max()
    y = lx - top
    sum_y = y[failed].sum()

    def score(b):
        w = np.exp(b * y)
        return r / b + sum_y - r * (w @ y) / w.sum()

    b = brentq(score, 0.01, 100.0)
    log_eta = top + np.log(np.exp(b * y).sum() / r) / b
    value = (r * np.log(b) + (b - 1) * lx[failed].sum()
             + c * g[step[failed]].sum() - r * b * log_eta - r)
    return value, log_eta, b


def fit(data, g=LOGV, low=5.0, high=150.0):
    best = minimize_scalar(lambda c: -profile(data, g, c)[0],
                           bounds=(low, high), method="bounded",
                           options={"xatol": 1e-5})
    value, log_eta, b = profile(data, g, best.x)
    return np.array([log_eta, b, best.x]), value


def information(data, theta, g=LOGV):
    """Observed information for (ln eta, beta, voltage coefficient)."""
    log_eta, b, c = theta
    failed = data[3]
    x0, x1, x2 = (exposure(data, g, c, m) for m in range(3))
    u, a = np.log(x0) - log_eta, x1 / x0
    curve = x2 / x0 - a ** 2
    h = np.exp(b * u)
    r = failed.sum()
    ee = b * b * h.sum()
    eb = r - h.sum() - b * (u * h).sum()
    en = -b * b * (a * h).sum()
    bb = r / b ** 2 + (u * u * h).sum()
    bn = -a[failed].sum() + (a * (1 + b * u) * h).sum()
    nn = (-(b - 1) * curve[failed].sum()
          + b * ((curve + b * a * a) * h).sum())
    return np.array([[ee, eb, en], [eb, bb, bn], [en, bn, nn]])


def recursion_loglik(theta, data):
    """Likelihood from the survival recursion and ordinary Weibull densities."""
    log_eta, b, n = theta
    if b <= 0:
        return -np.inf
    total = 0.0
    for dwell in np.unique(data[0]):
        pick = data[0] == dwell
        step, tau, failed = (column[pick] for column in data[1:])
        ages, scales = start_ages(dwell, b, n, np.exp(log_eta))
        ratio = (ages[step] + tau) / scales[step]
        total -= (ratio ** b).sum()
        total += (np.log(b / scales[step]) + (b - 1) * np.log(ratio))[failed].sum()
    return total


def log_life(theta, g_use):
    return theta[0] - theta[2] * g_use + LOG_Q / theta[1]


def life_error(theta, cov, g_use):
    slope = np.array([1.0, -LOG_Q / theta[1] ** 2, -g_use])
    return np.sqrt(slope @ cov @ slope)


TRUTH = np.array([np.log(ETA), BETA, N_EXP])
G_USE = np.log(V_USE / V_REF)

# Clock-time density: finite difference of the recursive failure probability.
ages, scales = start_ages(100.0, BETA, N_EXP, ETA)
k_test, tau_test, h_step = 9, 40.0, 1e-3
cdf = [-np.expm1(-((ages[k_test] + tau_test + s * h_step) / scales[k_test]) ** BETA)
       for s in (-1, 1)]
probe = (np.array([100.0]), np.array([k_test]), np.array([tau_test]), np.array([True]))
x_probe = exposure(probe, LOGV, N_EXP)[0]
density = (BETA / ETA * (x_probe / ETA) ** (BETA - 1)
           * np.exp(-(x_probe / ETA) ** BETA) * np.exp(N_EXP * LOGV[k_test]))
assert abs((cdf[1] - cdf[0]) / (2 * h_step) / density - 1) < 1e-6

# Main simulated experiment, nested fit and direct three-parameter search.
sample = join(simulate(PER_GROUP, DWELLS[0]), simulate(PER_GROUP, DWELLS[1]))
theta, best_value = fit(sample)
direct = minimize(lambda p: -recursion_loglik(p, sample), [4.2, 1.1, 40.0],
                  method="Nelder-Mead",
                  options={"xatol": 1e-6, "fatol": 1e-9, "maxiter": 4000,
                           "maxfev": 4000})
assert abs(best_value - recursion_loglik(theta, sample)) < 1e-7
assert abs(best_value + direct.fun) < 1e-5
assert np.allclose(theta, direct.x, rtol=1e-3)
scan_n = np.arange(5.0, 151.0)
scan = np.array([profile(sample, LOGV, n)[0] for n in scan_n])
peaks = int(np.sum((scan[1:-1] > scan[:-2]) & (scan[1:-1] > scan[2:])))
assert abs(scan_n[scan.argmax()] - theta[2]) <= 1.0

# Curvature from finite differences of the recursive likelihood.
info = information(sample, theta)
steps = np.array([2e-3, 2e-3, 2e-2])
numeric = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        di, dj = np.eye(3)[i] * steps, np.eye(3)[j] * steps
        numeric[i, j] = -sum(si * sj * recursion_loglik(theta + si * di + sj * dj, sample)
                             for si in (-1, 1) for sj in (-1, 1)) / (4 * steps[i] * steps[j])
norm = np.sqrt(np.outer(np.diag(info), np.diag(info)))
assert np.max(np.abs(numeric - info) / norm) < 1e-3
cov = np.linalg.inv(info)
errors = np.sqrt(np.diag(cov))

# Reference voltage is arbitrary only when the clock-time factor is kept.
naive = []
for ref in (2.5, 3.5):
    g_ref = np.log(VOLTS / ref)
    assert abs(fit(sample, g_ref)[0][2] - theta[2]) < 1e-2
    slope_sum = g_ref[sample[1][sample[3]]].sum()
    wrong = [profile(sample, g_ref, n)[0] - n * slope_sum for n in scan_n]
    naive.append(scan_n[int(np.argmax(wrong))])
assert naive[0] < theta[2] - 10 and naive[1] > theta[2] + 10

# Large sample: consistency and end-of-test survival.
big_count = 10000
big_fast = simulate(big_count, DWELLS[0])
big = join(big_fast, simulate(big_count, DWELLS[1]))
big_theta, _ = fit(big)
big_cov = np.linalg.inv(information(big, big_theta))
big_err = np.sqrt(np.diag(big_cov))
assert np.all(np.abs(big_theta - TRUTH) < 4.5 * big_err)
x_end = DWELLS[0] * np.exp(N_EXP * LOGV).sum()
survival = np.exp(-(x_end / ETA) ** BETA)
assert abs(np.mean(~big_fast[3]) - survival) < 0.025

# Discarding survivors raises the exponent and overstates the use life.
dropped, _ = fit(tuple(column[big[3]] for column in big))
dropped_shift = log_life(dropped, G_USE) - log_life(TRUTH, G_USE)
assert dropped[2] - N_EXP > 5 * big_err[2]
assert dropped_shift > 5 * life_error(big_theta, big_cov, G_USE)

# Precision for equal device counts with two dwells and with one.
single = simulate(2 * big_count, 10.0)
design_error = []
for data in (big, single):
    per_device = information(data, TRUTH) / (2 * big_count)
    design_error.append(np.sqrt(np.linalg.inv(2 * PER_GROUP * per_device)[2, 2]))
assert design_error[1] > 3 * design_error[0]

# Linear ramps from zero: degeneracy at one rate, resolved by a second rate.
def ramp_age(v_end, rate, n):
    return quad(lambda v: (v / V_REF) ** n / rate, 0, v_end,
                epsabs=0, epsrel=1e-11, limit=200)[0]


rates = (0.05, 0.0005)
v63 = [brentq(lambda v: np.log(ramp_age(v, rate, N_EXP) / ETA), 2.0, 4.5)
       for rate in rates]
n_two_rates = np.log(rates[0] / rates[1]) / np.log(v63[0] / v63[1]) - 1
assert abs(n_two_rates - N_EXP) < 1e-6
n_twin, beta_twin = 2 * N_EXP + 1, BETA / 2
eta_twin = ramp_age(v63[0], rates[0], n_twin)
gaps = []
for rate, centre in zip(rates, v63):
    gaps.append(max(abs(np.exp(-(ramp_age(v, rate, N_EXP) / ETA) ** BETA)
                        - np.exp(-(ramp_age(v, rate, n_twin) / eta_twin) ** beta_twin))
                    for v in centre * np.linspace(0.94, 1.04, 11)))
assert gaps[0] < 1e-8 and gaps[1] > 0.1

# Weakest-link scaling from minima of simulated groups.
minima = (ETA * rng.weibull(BETA, size=(2000, 500))).min(axis=1)
scaled = ETA * 500 ** (-1 / BETA)
assert abs(np.quantile(minima, 1 - np.exp(-1)) / scaled - 1) < 0.12

# Repeated experiments: bias, scatter and coverage.
REPEATS = 400
pools = [simulate(REPEATS * PER_GROUP, dwell) for dwell in DWELLS]
estimates, predicted = [], []
for i in range(REPEATS):
    part = slice(i * PER_GROUP, (i + 1) * PER_GROUP)
    data = join(*(tuple(column[part] for column in pool) for pool in pools))
    est, _ = fit(data)
    est_cov = np.linalg.inv(information(data, est))
    estimates.append([est[1], est[2], log_life(est, G_USE)])
    predicted.append([np.sqrt(est_cov[1, 1]), np.sqrt(est_cov[2, 2]),
                      life_error(est, est_cov, G_USE)])
estimates, predicted = np.array(estimates), np.array(predicted)
target = np.array([BETA, N_EXP, log_life(TRUTH, G_USE)])
mean, scatter = estimates.mean(axis=0), estimates.std(axis=0, ddof=1)
mean_error = predicted.mean(axis=0)
coverage = np.mean(np.abs(estimates - target) < 1.96 * predicted, axis=0)
assert np.all(np.abs(mean - target) < 0.4 * scatter)
assert np.all(np.abs(scatter / mean_error - 1) < 0.18)
assert np.all((coverage > 0.90) & (coverage < 0.99))

# Projection, and the exponential voltage law fitted to the same failures.
log_t = log_life(theta, G_USE)
log_t_err = life_error(theta, cov, G_USE)
exp_theta, exp_value = fit(sample, VOLTS - V_REF, 1.0, 50.0)
log_t_exp = log_life(exp_theta, V_USE - V_REF)
assert log_t - log_t_exp > np.log(100)

# Rough size of electrical, thermal and thickness effects left out.
thickness, barrier, mass_ratio = 2e-9, 3.1, 0.42
series_ohm, k_silicon, act_energy = 50.0, 100.0, 0.7
field = VOLTS[-1] / thickness
mass = mass_ratio * const.m_e
fn_b = 4 * np.sqrt(2 * mass * const.e) * barrier ** 1.5 / (3 * const.hbar)
wkb = quad(lambda z: 2 * np.sqrt(2 * mass * const.e * max(barrier - field * z * 1e-9, 0))
           / const.hbar * 1e-9, 0, barrier / field * 1e9)[0]
assert abs(wkb * field / fn_b - 1) < 1e-6
fn_a = const.e ** 2 / (8 * np.pi * const.h * barrier * mass_ratio)
current_density = fn_a * field ** 2 * np.exp(-fn_b / field) * 1e-4
current = current_density * AREA_TEST
drop = current * series_ohm
drop_factor = (1 - drop / VOLTS[-1]) ** (-N_EXP)
radius = np.sqrt(AREA_TEST * 1e-4 / np.pi)
heating = current * VOLTS[-1] / (4 * k_silicon * radius)
kelvin = 125 + const.zero_Celsius
temp_factor = np.exp(act_energy * const.e / const.k * (1 / kelvin - 1 / (kelvin + 5)))
spread = 0.005
count = 200000
mixed = ETA * rng.weibull(BETA, count) * np.exp(N_EXP * spread * rng.normal(size=count))
constant_v = (np.full(count, 1.0), np.zeros(count, dtype=int), mixed,
              np.ones(count, dtype=bool))
beta_mixed = profile(constant_v, np.zeros(1), 0.0)[2]
assert beta_mixed < BETA

# One explicit history, evaluated at the fitted exponent.
device = int(np.flatnonzero(sample[3] & (sample[0] == DWELLS[0]))[0])
dev_step, dev_tau = sample[1][device], sample[2][device]
dev_age = exposure(sample, LOGV, theta[2])[device]
dev_last = dev_tau * np.exp(theta[2] * LOGV[dev_step])
year = const.year

print(f"True slope, exponent: {BETA:.2f}, {N_EXP:.1f}")
print(f"True 63.2 % life at {V_REF:.1f} V: {ETA:.1f} s")
print(f"Staircase: {VOLTS[0]:.2f} to {VOLTS[-1]:.2f} V, step {VOLTS[1]-VOLTS[0]:.2f} V")
print(f"Dwells: {DWELLS[0]:.0f} and {DWELLS[1]:.0f} s; devices per group: {PER_GROUP}")
for dwell in DWELLS:
    group = sample[0] == dwell
    fail = group & sample[3]
    print(f"Dwell {dwell:.0f} s: failures {fail.sum()}, survivors {(group & ~sample[3]).sum()},"
          f" median failing step {np.median(VOLTS[sample[1][fail]]):.3f} V")
print(f"Example device: dwell {DWELLS[0]:.0f} s, fails at {VOLTS[dev_step]:.2f} V")
print(f"  completed steps {dev_step}, time in last step {dev_tau:.4f} s")
print(f"  age from completed steps {dev_age-dev_last:.3f} s, last step {dev_last:.3f} s")
print(f"  equivalent age at {V_REF:.1f} V: {dev_age:.3f} s")
print(f"Fitted slope: {theta[1]:.3f} +/- {errors[1]:.3f}")
print(f"Fitted exponent: {theta[2]:.2f} +/- {errors[2]:.2f}")
print(f"Fitted 63.2 % life at {V_REF:.1f} V: {np.exp(theta[0]):.1f} s,"
      f" log error {errors[0]:.3f}")
print(f"Correlation of slope and exponent: {cov[1,2]/(errors[1]*errors[2]):.3f}")
print(f"Maximum log-likelihood (times in s): {best_value:.3f}")
print(f"Direct search slope, exponent: {direct.x[1]:.3f}, {direct.x[2]:.2f}")
print(f"Local maxima in exponent scan 5 to 150: {peaks}")
print(f"Exponent without time factor, reference 2.5 V: {naive[0]:.0f} (scan 5-150)")
print(f"Exponent without time factor, reference 3.5 V: {naive[1]:.0f} (scan 5-150)")
print(f"Large sample, {2*big_count} devices: slope {big_theta[1]:.4f} +/- {big_err[1]:.4f}")
print(f"Large sample exponent: {big_theta[2]:.3f} +/- {big_err[2]:.3f}")
print(f"Survivors discarded: slope {dropped[1]:.3f}, exponent {dropped[2]:.2f}")
print(f"Survivors discarded: use life too long by factor {np.exp(dropped_shift):.2f}")
print(f"Fast-group survival: predicted {survival:.4f}, simulated {np.mean(~big_fast[3]):.4f}")
print(f"Exponent error, 120 devices, two dwells: {design_error[0]:.2f}")
print(f"Exponent error, 120 devices, one 10 s dwell: {design_error[1]:.2f}")
print(f"Ramp rates: {rates[0]:.4f}, {rates[1]:.4f} V/s")
print(f"Ramp 63.2 % voltages: {v63[0]:.4f}, {v63[1]:.4f} V")
print(f"Exponent from two ramp rates: {n_two_rates:.4f}")
print(f"Twin parameters: slope {beta_twin:.2f}, exponent {n_twin:.0f}, life {eta_twin:.3f} s")
print(f"Largest twin probability gap: rate 1 {gaps[0]:.1e}, rate 2 {gaps[1]:.3f}")
print(f"Repeated experiments: {REPEATS}")
for i, name in enumerate(("slope", "exponent", "ln(use life/s)")):
    print(f"  {name}: true {target[i]:.3f}, mean {mean[i]:.3f}, scatter {scatter[i]:.3f},"
          f" predicted {mean_error[i]:.3f}, 95% coverage {100*coverage[i]:.1f} %")
print(f"Use: {V_USE:.1f} V, {AREA_USE:.1f} cm2, failed fraction {FRACTION*1e6:.0f} ppm")
print(f"Test area: {AREA_TEST:.1e} cm2; log hazard target per test area: {LOG_Q:.3f}")
print(f"True-parameter use life: {np.exp(target[2])/year:.2f} years")
print(f"Fitted use life: {np.exp(log_t):.3e} s = {np.exp(log_t)/year:.2f} years")
print(f"Log error of use life: {log_t_err:.3f}")
print(f"95% interval: {np.exp(log_t-1.96*log_t_err)/year:.3f} to"
      f" {np.exp(log_t+1.96*log_t_err)/year:.1f} years")
print(f"Exponential law: coefficient {exp_theta[2]:.2f} 1/V, slope {exp_theta[1]:.3f}")
print(f"Log-likelihood, power minus exponential law: {best_value-exp_value:.3f}")
print(f"Exponential-law use life: {np.exp(log_t_exp):.3e} s")
print(f"Use-life ratio, power/exponential: {np.exp(log_t-log_t_exp):.2e}")
print(f"Rough oxide: {thickness*1e9:.1f} nm, barrier {barrier:.1f} eV, mass {mass_ratio:.2f} m_e")
print(f"Top-step field: {field*1e-8:.1f} MV/cm; tunnel current {current_density:.1f} A/cm2")
print(f"Drop in {series_ohm:.0f} ohm: {drop*1e3:.2f} mV; life factor {drop_factor:.3f}")
print(f"Self-heating, k = {k_silicon:.0f} W/(m K): {heating:.3f} K")
print(f"Voltage-equivalent thickness spread {100*spread:.1f} %: slope {beta_mixed:.3f}")
print(f"5 K above 125 C, activation {act_energy:.1f} eV: life shorter by {temp_factor:.3f}")
print("every check passed")
```

It prints:

```
True slope, exponent: 1.30, 44.0
True 63.2 % life at 3.0 V: 100.0 s
Staircase: 2.50 to 3.30 V, step 0.05 V
Dwells: 1 and 100 s; devices per group: 60
Dwell 1 s: failures 46, survivors 14, median failing step 3.250 V
Dwell 100 s: failures 60, survivors 0, median failing step 2.950 V
Example device: dwell 1 s, fails at 3.30 V
  completed steps 16, time in last step 0.5161 s
  age from completed steps 71.888 s, last step 37.345 s
  equivalent age at 3.0 V: 109.233 s
Fitted slope: 1.291 +/- 0.103
Fitted exponent: 44.92 +/- 1.54
Fitted 63.2 % life at 3.0 V: 105.5 s, log error 0.082
Correlation of slope and exponent: -0.263
Maximum log-likelihood (times in s): -464.752
Direct search slope, exponent: 1.291, 44.92
Local maxima in exponent scan 5 to 150: 1
Exponent without time factor, reference 2.5 V: 5 (scan 5-150)
Exponent without time factor, reference 3.5 V: 150 (scan 5-150)
Large sample, 20000 devices: slope 1.3178 +/- 0.0082
Large sample exponent: 44.252 +/- 0.115
Survivors discarded: slope 1.302, exponent 48.94
Survivors discarded: use life too long by factor 29.00
Fast-group survival: predicted 0.2316, simulated 0.2251
Exponent error, 120 devices, two dwells: 1.49
Exponent error, 120 devices, one 10 s dwell: 21.70
Ramp rates: 0.0500, 0.0005 V/s
Ramp 63.2 % voltages: 3.3021, 2.9809 V
Exponent from two ramp rates: 44.0000
Twin parameters: slope 0.65, exponent 89, life 3750.000 s
Largest twin probability gap: rate 1 2.8e-14, rate 2 0.811
Repeated experiments: 400
  slope: true 1.300, mean 1.318, scatter 0.116, predicted 0.106, 95% coverage 93.5 %
  exponent: true 44.000, mean 43.928, scatter 1.605, predicted 1.493, 95% coverage 93.0 %
  ln(use life/s): true 19.163, mean 19.210, scatter 1.591, predicted 1.462, 95% coverage 93.2 %
Use: 1.5 V, 0.1 cm2, failed fraction 100 ppm
Test area: 1.0e-06 cm2; log hazard target per test area: -20.723
True-parameter use life: 6.66 years
Fitted use life: 3.763e+08 s = 11.93 years
Log error of use life: 1.465
95% interval: 0.676 to 210.6 years
Exponential law: coefficient 14.60 1/V, slope 1.317
Log-likelihood, power minus exponential law: 0.328
Exponential-law use life: 5.248e+04 s
Use-life ratio, power/exponential: 7.17e+03
Rough oxide: 2.0 nm, barrier 3.1 eV, mass 0.42 m_e
Top-step field: 16.5 MV/cm; tunnel current 140.8 A/cm2
Drop in 50 ohm: 7.04 mV; life factor 1.098
Self-heating, k = 100 W/(m K): 0.206 K
Voltage-equivalent thickness spread 0.5 %: slope 1.242
5 K above 125 C, activation 0.7 eV: life shorter by 1.288
every check passed
```
